# Fixman Metric Correction for Constrained Polarization Sampling in Hafnia

A simulation of a ferroelectric capacitor material can hold the polarization at a chosen value, let all other atomic motion proceed, and repeat this for a series of values. The aim is the free energy as a function of polarization. This problem asks what ensemble such a simulation samples, and whether its averages need a correction.

The system has $N$ classical atoms in a periodic cell of fixed volume $\Omega$. Their $3N$ Cartesian coordinates form the vector $r$, $M$ is the diagonal mass matrix, $U(r)$ is the potential energy and $\beta=1/kT$. A number $k$ of polarization components is held at values $P$ by constraint forces. Define

$$J=\frac{\partial P}{\partial r},\qquad Z=JM^{-1}J^{T},$$

where $J$ is $k\times 3N$ and has full row rank. The thermostat is assumed to produce the canonical distribution on the constrained phase space. Overall translation, which changes neither $U$ nor $P$, is divided out.

## (a) Which distribution of positions does the constrained dynamics sample?

**Solution.** Label the configurations allowed by the constraints with $n=3N-k$ coordinates $q$, so that $r=r(q)$. Then $\dot r=(\partial r/\partial q)\dot q$, and the kinetic energy is

$$K=\tfrac12\dot q^{T}g\,\dot q,\qquad g=\left(\frac{\partial r}{\partial q}\right)^{T}M\,\frac{\partial r}{\partial q}.$$

The conjugate momentum is $p=g\dot q$, so $H=\tfrac12p^{T}g^{-1}p+U$. Hamiltonian flow preserves $dq\,dp$, and the canonical weight is $e^{-\beta H}dq\,dp$. The Gaussian integral over momentum gives

$$\int dp\,e^{-\beta p^{T}g^{-1}p/2}=(2\pi kT)^{n/2}(\det g)^{1/2}.$$

The positions are therefore distributed as $(\det g)^{1/2}e^{-\beta U}dq$.

To remove $q$, use mass-weighted coordinates $x=M^{1/2}r$. In these, $g=(\partial x/\partial q)^T(\partial x/\partial q)$, so $(\det g)^{1/2}dq=dA$ is the ordinary area element of the constraint surface.

This area must be compared with a delta function. The derivative of $P$ with respect to $x$ is $A_x=JM^{-1/2}$, and its rows span the directions normal to the surface. Let the columns of $N_x$ be an orthonormal basis of those directions. A normal displacement $N_x\nu$ changes the polarization by $B\nu$, with $B=A_xN_x$, so integrating $\delta(P(x)-P)$ over $\nu$ gives $1/|\det B|$. Since the rows of $A_x$ lie in the normal space, $A_x=BN_x^T$, and

$$Z=A_xA_x^T=BN_x^TN_xB^T=BB^T,\qquad |\det B|=(\det Z)^{1/2}.$$

Hence $\delta(P(x)-P)\,dx$ equals $dA/(\det Z)^{1/2}$ on the surface. Solving for $dA$ and using $dx=(\det M)^{1/2}dr$, where $\det M$ is constant, gives the sampled distribution

$$\rho_c(r)\propto(\det Z)^{1/2}\,e^{-\beta U(r)}\,\delta(P(r)-P).$$

The factor $(\det Z)^{1/2}$ has a mechanical origin: the constraint also removes the motion that would change $P$. That motion has effective mass $Z^{-1}$, so its momentum integral is proportional to $(\det Z)^{-1/2}$. The unconstrained ensemble contains this integral and the constrained one lacks it, which leaves the relative weight $(\det Z)^{1/2}$.

## (b) How are conditional averages and the free energy recovered?

**Solution.** The free energy as a function of polarization is defined by the unconstrained ensemble:

$$F(P)=-kT\ln Q,\qquad Q=\int dr\,e^{-\beta U}\delta(P(r)-P).$$

The arbitrary unit of $Q$ adds a constant to $F$. Averages in this conditional ensemble are written $\langle\cdot\rangle_P$, and averages over $\rho_c$ are written $\langle\cdot\rangle_c$. Let $Z_0$ be a fixed reference number with the units of $\det Z$, and set $z=\det Z/Z_0$. The constrained partition function is

$$Q_c=\int dr\,z^{1/2}e^{-\beta U}\delta(P(r)-P),\qquad F_c=-kT\ln Q_c.$$

Writing $1=z^{1/2}z^{-1/2}$ under the integral for $Q$ gives $Q=Q_c\langle z^{-1/2}\rangle_c$. The same insertion in the integral with an observable $A$ gives

$$\langle A\rangle_P=\frac{\langle A\,z^{-1/2}\rangle_c}{\langle z^{-1/2}\rangle_c},\qquad F=F_c-kT\ln\langle z^{-1/2}\rangle_c.$$

One can instead run the constrained dynamics on $U+U_F$, with the Fixman potential

$$U_F=\frac{kT}{2}\ln z.$$

Its Boltzmann factor is $z^{-1/2}$, which cancels the unwanted $z^{1/2}$.

## (c) Evaluate the correction for constant Born charges.

Take a polarization linear in the displacements $u_i=r_i-R_i$ from fixed reference sites:

$$P_\alpha=P_{\alpha}^{\rm ref}+\frac{e}{\Omega}\sum_{i\gamma}Z^*_{i,\alpha\gamma}u_{i\gamma}.$$

The Born tensors $Z_i^*$ are constant. The displacements are unwrapped: an atom that crosses a cell face keeps its continuous coordinate, so $P$ does not jump. Constant tensors describe only displacements small compared with the lattice spacing: moving an ion by a full lattice vector, along a path on which the crystal stays insulating, changes the true polarization by a whole number of polarization quanta, which a charge such as $-2.5$ does not reproduce. Hopping of atoms between sites lies outside this form.

**Solution.** Because the $R_i$ are fixed, $\partial u_{i\gamma}/\partial r_{i\gamma}=1$, and

$$J_{\alpha,i\gamma}=\frac{e}{\Omega}Z^*_{i,\alpha\gamma},\qquad Z_{\alpha\beta}=\frac{e^2}{\Omega^2}\sum_{i\gamma}\frac{Z^*_{i,\alpha\gamma}Z^*_{i,\beta\gamma}}{m_i}.$$

Neither $r$ nor the target $P$ appears. Thus $z$ is one number for all configurations and all targets, and it leaves the averages in (b):

$$\langle A\rangle_P=\frac{z^{-1/2}\langle A\rangle_c}{z^{-1/2}}=\langle A\rangle_c,\qquad F(P)=F_c(P)+\frac{kT}{2}\ln z.$$

The Fixman potential is configuration-independent. It exerts no force and cancels from free-energy differences. It need not be zero, since its value depends on the choice of $Z_0$.

The proof did not use the form of $U$, which may be strongly anharmonic. Linearity of $P$ is sufficient; what is necessary for a constant $U_F$ is a constant $\det Z$.

Further linear constraints need no metric correction, because they add constant rows to $J$. They can still change what is computed: the result is the free energy with those constraints also held, and the multipliers follow from the joint matrix $Z$ unless its off-diagonal entries vanish. In the model of (f), for example, also imposing $y=cx$ removes the vibration at fixed $P$ and changes the barrier from 0.290 eV to $D=0.300$ eV. If the centre of mass is also fixed, its row has entries $m_i/M_{\rm tot}$. Its coupling to the polarization row is $\sum_iJ_i m_i^{-1}m_i/M_{\rm tot}=\sum_iJ_i/M_{\rm tot}$, which vanishes when the Born charges sum to zero.

## (d) What does the constraint force measure?

Take one component $P$, with equation of motion $M\ddot r=-\nabla U+\lambda\nabla P$.

**Solution.** For linear $P$, the constraint requires $J\ddot r=0$. Multiplying the equation of motion by $JM^{-1}$ gives

$$0=-JM^{-1}\nabla U+\lambda Z,\qquad \lambda=\frac{JM^{-1}\nabla U}{Z}=w\cdot\nabla U,\qquad w=\frac{M^{-1}J^T}{Z}.$$

The constant vector $w$ satisfies $Jw=1$, so the shift $r\to r+w\,dP$ raises the polarization by $dP$ and has unit Jacobian. Therefore

$$Q(P+dP)=\int dr\,e^{-\beta U(r+w\,dP)}\delta(P(r)-P).$$

Expanding to first order and using $F=-kT\ln Q$,

$$\frac{dF}{dP}=\langle w\cdot\nabla U\rangle_P=\langle\lambda\rangle_c=\Omega E.$$

The last equality identifies the conjugate field $E$: in the energy $U-\Omega EP$, a field balances the internal force when $\nabla U=\Omega E\nabla P$, so $\lambda$ plays the part of $\Omega E$.

For nonlinear $P$, the mean multiplier gives the slope of $F_c$ instead. To see this, write $r=r(q,\xi)$ with $P(r(q,\xi))=\xi$, and let $L=K-U$. The Lagrange expression for $\xi$, evaluated at constant $\xi$, is

$$\frac{d}{dt}\frac{\partial L}{\partial\dot\xi}-\frac{\partial L}{\partial\xi}
=\frac{\partial r}{\partial\xi}\cdot(M\ddot r+\nabla U)=\lambda\,\nabla P\cdot\frac{\partial r}{\partial\xi}=\lambda.$$

The canonical distribution is invariant under the constrained Newtonian flow, so the time derivative averages to zero. Since $\partial H/\partial\xi$ at fixed $q,p$ equals $-\partial L/\partial\xi$ at fixed $q,\dot q$,

$$\langle\lambda\rangle_c=\left\langle\frac{\partial H}{\partial\xi}\right\rangle_c=\frac{dF_c}{d\xi}.$$

## (e) Find a case in which the correction cannot be ignored.

In dimensionless units take $U=(a^2+b^2)/2$, $P=b+a^2/2$, masses 1 for $a$ and 10 for $b$, $kT=1$ and target $P=0$.

**Solution.** Here $J=(a,1)$, so $Z=a^2+0.1$. On the surface $b=-a^2/2$, and the delta function contributes $1/|\partial P/\partial b|=1$. The two distributions of $a$ are

$$\rho_P\propto e^{-a^2/2-a^4/8},\qquad \rho_c\propto\sqrt{a^2+0.1}\;e^{-a^2/2-a^4/8}.$$

Quadrature gives $\langle a^2\rangle_P=0.579$ and $\langle a^2\rangle_c=0.934$. Constrained Langevin dynamics with 4000 replicas gave 0.927 without reweighting and 0.574 with weights $Z^{-1/2}$. The simulation thus follows the metric factor, and reweighting removes it.

The slopes differ too. At fixed $a$, $b=P-a^2/2$, so differentiating $F_c$ at $P=0$ gives $\langle b\rangle_c=-0.934/2=-0.467$. The multiplier, evaluated from the positions and velocities along the run, averaged $-0.472$. The wanted slope is $dF/dP=\langle b\rangle_P=-0.579/2=-0.290$. Integrating the raw multiplier would therefore give the wrong free energy.

## (f) Apply the linear result to a hafnia-like cell at 300 K.

The 12-atom cell has $\Omega=0.135\ \mathrm{nm^3}$ and three rigid sublattices of four atoms each: Hf, polar O and spacer O, with displacements $u_H,u_p,u_s$ along the polar axis. The Born charges are $+5$, $-2.5$ and $-2.5$. With $x=u_H-u_p$, $y=u_H-u_s$ and $s=(x/x_0)^2$, the model energy per cell is

$$U=D(s-1)^2+\tfrac12k_0(1+\gamma s)(y-cx)^2,$$

where $D=0.30$ eV, $x_0=0.035$ nm, $k_0=4000\ \mathrm{eV/nm^2}$, $\gamma=0.5$ and $c=0.2$. Find the field and the switching barrier.

**Solution.** The charges sum to zero, so

$$P=\frac{4e}{\Omega}(5u_H-2.5u_p-2.5u_s)=\frac{10e}{\Omega}(x+y).$$

At the energy minimum $x+y=1.2x_0=0.042$ nm, which gives $P_w=49.85\ \mathrm{\mu C/cm^2}$. The constant in $Z$, apart from $(e/\Omega)^2$, is

$$\sum_i\frac{Z_i^{*2}}{m_i}=\frac{4(5)^2}{178.49}+\frac{8(2.5)^2}{15.999}=3.6855\ \mathrm{u^{-1}}.$$

Grouping atoms into sublattices does not alter it, since $(4Z^*)^2/(4m)=4Z^{*2}/m$.

Constrained runs used 500 replicas at each of nine polarizations. The table compares $\langle\lambda\rangle_c/\Omega$, without any metric correction, with the slope of $F$ obtained by quadrature of its definition.

| $P$ ($\mathrm{\mu C/cm^2}$) | $E$, run (MV/cm) | $E$, definition (MV/cm) |
|---:|---:|---:|
| 0.00 | 0.00 | 0.00 |
| 6.23 | −4.05 | −4.01 |
| 12.46 | −7.33 | −7.35 |
| 18.69 | −9.59 | −9.59 |
| 24.92 | −10.52 | −10.53 |
| 31.15 | −10.06 | −10.07 |
| 37.38 | −8.18 | −8.17 |
| 43.61 | −4.76 | −4.77 |
| 49.85 | 0.22 | 0.21 |

The two columns differ by up to 0.04 MV/cm, so the last digit of the run column is not significant. The negative field opposes the cell's tendency to fall from the centre into the positive well. The barrier is $F(0)-F(P_w)=-\Omega\int_0^{P_w}E\,dP$. Simpson's rule with spacing $h=P_w/8$ gives

$$-\int E\,dP=\frac{h}{3}\left[4(28.46)+2(26.03)-0.22\right]=344\ \mathrm{(MV/cm)(\mu C/cm^2)}.$$

One such unit is $10^6\ \mathrm{J/m^3}$. Multiplication by $\Omega=1.35\times10^{-28}\ \mathrm{m^3}$ gives $4.65\times10^{-20}$ J, or **0.290 eV per cell**. Quadrature of the definition gives the same value to this precision. The internal structure agrees as well: at half of $P_w$ the standard deviation of $x$ is 1.925 pm in the run and 1.932 pm in the conditional ensemble.

The barrier lies below $D$ because vibration at fixed $P$ is softer at the centre. There $y=-x$, and the curvature along $x$ is $-4D/x_0^2+k_0(1+c)^2\approx4780\ \mathrm{eV/nm^2}$. At the well it is $8D/x_0^2+k_0(1+\gamma)(1+c)^2\approx10600\ \mathrm{eV/nm^2}$. The harmonic reduction of the barrier is $(kT/2)\ln(10600/4780)\approx10$ meV, as found. Thermal motion also explains the small field at $P_w$: this is the minimum of $U$, not of $F$.

The volume and Born charges are rough values for polar orthorhombic HfO$_2$; the parameters of the energy function are model choices. Measured remanent polarizations of polycrystalline films are often lower, roughly 10–30 $\mathrm{\mu C/cm^2}$, and coercive fields are roughly 1–2 MV/cm. The model's 10.5 MV/cm is far above that range and 2.1 times a rough breakdown field of 5 MV/cm. It is the opposing field at which the barrier in $F-\Omega EP$ vanishes for uniform switching of a perfect cell. A single cell at 300 K does not need it: its barrier is only about $11\,kT$, and a transition-state estimate along $P$ gives an escape time of order $10^{-8}$ s at zero field. The size of the field is set by the model choices. It is nearly proportional to $D$ (the largest field is 7.0 MV/cm for $D=0.20$ eV and 1.65 MV/cm for $D=0.05$ eV) and nearly inversely proportional to $x_0$ (13.0 MV/cm for $x_0=0.028$ nm and 8.3 MV/cm for $x_0=0.045$ nm, at $D=0.30$ eV). Real films can switch through nucleation and domain-wall motion, which the model omits, so this field should not be used as a device's coercive field. The conjugate field is a derivative of $F$, and the simulation does not apply it across a film.

## (g) When does a correction return, and how large is it here?

**Solution.** *Changing Born charges.* Replace $x$ in the polarization by $x+\eta x^3/(3x_0^2)$, with the model choice $\eta=-0.10$. The polar-oxygen charge becomes $-2.5(1+\eta s)$ and the Hf charge $2.5(2+\eta s)$, so the sum stays zero. At the well the charges are $+4.75$, $-2.25$ and $-2.5$, and $P_w$ becomes $48.46\ \mathrm{\mu C/cm^2}$. The ratio of $Z$ at the well to $Z$ at the centre is

$$\frac{4(4.75)^2/178.49+4(2.25^2+2.5^2)/15.999}{3.6855}=0.9046.$$

If $Z$ fluctuates little at fixed $P$, then $-kT\ln\langle z^{-1/2}\rangle_c\approx(kT/2)\ln z$, and the correction to the well relative to the centre is

$$\frac{25.85\ \mathrm{meV}}{2}\ln0.9046=-1.30\ \mathrm{meV}.$$

Evaluation from the definitions of $F$ and $F_c$ gives $-1.29$ meV. The value is nearly proportional to $\eta$: it is $-3.84$ meV for $\eta=-0.30$ and $+1.28$ meV for $\eta=+0.10$. Omitting it would make the barrier too low by about 0.4% of the 0.290 eV found above.

For $n$ cells switching uniformly, $\Omega$ becomes $n\Omega$ and the sum over atoms grows by $n$, so $Z$ falls by $n$ everywhere. The ratio 0.9046 is unchanged. The correction stays near 1.3 meV for the whole supercell, while the uniform barrier grows as $nD$ less about 10 meV: the thermal reduction found in (f) comes from the one vibration left at fixed $P$ and does not scale with $n$ either. Uniformity is an extra assumption: holding the total $P$ does not impose it. At small total $P$ a supercell can place its cells in opposite wells. It then avoids the uniform barrier, and the comparison of $Z$ between well and centre no longer describes what is sampled.

*A rigid bond.* Let the 12 atoms now move independently in three dimensions, instead of as rigid sublattices, with the same Born charges along the polar axis. Suppose one Hf–O distance is also constrained, with unit bond vector at angle $\theta$ to the polar axis. Its gradient is $+\hat n$ on one atom and $-\hat n$ on the other. Leaving out the common factor $(e/\Omega)^2$, the joint determinant is

$$3.6855\left(\frac1{m_H}+\frac1{m_O}\right)-\left(\frac5{m_H}+\frac{2.5}{m_O}\right)^2\cos^2\theta.$$

It depends on orientation although $P$ is still linear. The ratio of parallel to perpendicular is 0.8647, which gives a Fixman difference of $-1.88$ meV. This is the extreme case of a turn through $90^\circ$; a bond of length 0.22 nm starting along [111], whose polar projection changes by $\pm0.035$ nm, turns by $10$–$12^\circ$ and gives $-0.39$ or $+0.29$ meV. The theorem therefore concerns the complete set of constraints.

*A changing cell.* For one component, the atomic part of $Z$ varies as $\Omega^{-2}$, so $(kT/2)\ln Z$ changes by $-kT\,\delta\ln\Omega$. With a rough bulk modulus $K=200$ GPa, the relative volume spread of one cell is $\sqrt{kT/(K\Omega)}\approx1.2\%$, across which the Fixman potential varies by about 0.3 meV. A symmetric spread $\sigma$ largely averages out: since $z^{-1/2}\propto\Omega$, it shifts $F-F_c$ only at second order, by an amount of order $kT\sigma^2\approx0.004$ meV or less. What enters a barrier is a difference of mean volume between well and centre, about 0.26 meV for each 1%. A dynamical cell also adds its own entries to $J$, which this estimate omits. At fixed displacements $\partial P/\partial\ln\Omega=-P$, so a volume coordinate $\ln\Omega$ with mass $W$ adds $P^2/W$ to $Z$, a term that differs between well and centre. With $W=K\Omega/\omega^2$ its Fixman difference is about 0.002 meV for a volume oscillation of period 1 ps and 0.15 meV for 0.1 ps.

*Quantum nuclei.* This error lies outside the classical theorem. To leading order in $\hbar^2$, the high-temperature expansion multiplies the classical position density by

$$1-\frac{\hbar^2\beta^2}{12}\sum_j\frac{\partial_j^2U}{m_j}+\frac{\hbar^2\beta^3}{24}\sum_j\frac{(\partial_jU)^2}{m_j}.$$

Averaged at fixed $P$ and kept to first order in $\hbar^2$ (the shift of $F$ is $-kT$ times the averaged correction terms), this raises the well relative to the centre by 10.3 meV and lowers the barrier by the same amount. That is about eight times the Born-charge effect. It is an estimate of size only, as the mode energies show. In the coordinates $(x,y)$ the second derivatives of $U$ at the well are $U_{xx}=8D/x_0^2+k_0(1+\gamma)c^2=2199$, $U_{xy}=-k_0(1+\gamma)c=-1200$ and $U_{yy}=k_0(1+\gamma)=6000\ \mathrm{eV/nm^2}$. The inverse mass matrix has $1/(4m_H)+1/(4m_O)$ on the diagonal and $1/(4m_H)$ off it. The larger eigenvalue of the product of the two matrices is $\omega^2\approx103.6\ \mathrm{eV/(u\,nm^2)}$, so the stiffer mode has $\hbar\omega\approx0.066$ eV. This is above $kT$, so higher orders cannot be assumed small; a numerical solution of this two-mode quantum problem on a grid gives 9.8 meV, about 0.5 meV less. The other vibrations of a real cell, absent from the rigid-sublattice model, would add their own contributions.

*Electronic polarization.* The constrained quantity is the polarization produced by the displacements at zero macroscopic field; the Born charges already contain the electronic response to those displacements, but not the electronic response to a field. With a rough $\varepsilon_\infty=4.5$, the largest tabulated field would add an electronic part of magnitude $\varepsilon_0(\varepsilon_\infty-1)|E|\approx3.3\ \mathrm{\mu C/cm^2}$, directed along the field. This matters when $P$ is compared with a total measured polarization. It does not alter the metric argument as long as the constrained function itself remains linear in the displacements.

## Computed results

```
metric identity, largest relative error: 1.7e-11
Nonlinear test model (dimensionless)
 <a^2> constrained run: 0.927; with sqrt(Z): 0.934
 <a^2> reweighted run: 0.574; conditional: 0.579
 mean multiplier: -0.472; dF_c/dP: -0.467
Hafnia-like cell, inputs
 temperature 300 K, kT 25.85 meV, volume 0.135 nm^3
 Born charges Hf +5.0, O -2.5 e
 atomic masses Hf 178.49, O 15.999 u
 well displacement 0.035 nm, follow ratio 0.2
 well depth 0.30 eV per cell
 stiffness 4000 eV/nm^2, growth 0.5
 replicas per polarization 500
Hafnia-like cell, results
 sum over atoms of Z*^2/m: 3.6855 e^2/u
 polarization at well: 49.85 uC/cm2
 P   0.00 uC/cm2: field run    0.00, definition    0.00 MV/cm
 P   6.23 uC/cm2: field run   -4.05, definition   -4.01 MV/cm
 P  12.46 uC/cm2: field run   -7.33, definition   -7.35 MV/cm
 P  18.69 uC/cm2: field run   -9.59, definition   -9.59 MV/cm
 P  24.92 uC/cm2: field run  -10.52, definition  -10.53 MV/cm
 P  31.15 uC/cm2: field run  -10.06, definition  -10.07 MV/cm
 P  37.38 uC/cm2: field run   -8.18, definition   -8.17 MV/cm
 P  43.61 uC/cm2: field run   -4.76, definition   -4.77 MV/cm
 P  49.85 uC/cm2: field run    0.22, definition    0.21 MV/cm
 barrier from multipliers: 0.2899 eV per cell
 barrier from definition: 0.2899 eV per cell
 spread of x at half P: run 1.925, definition 1.932 pm
Neglected effects
 Fixman change, constant charges: 0.000000 meV
 Born-charge change of polar O: -10 %
 well polarization with changing charge: 48.46 uC/cm2
 Z(well)/Z(centre) with changing charge: 0.9046
 Fixman change, definition: -1.287 meV
 Fixman change, (kT/2) ln Z ratio: -1.296 meV
 rigid bond, det Z parallel/perpendicular: 0.8647
 rigid bond, Fixman difference: -1.879 meV
 bulk modulus 200 GPa, volume spread 1.24 %
 volume effect, atomic part: 0.320 meV
 leading quantum shift, well minus centre: 10.32 meV
 largest listed field: 10.53 MV/cm
 ratio to rough breakdown 5.0 MV/cm: 2.11
 electronic polarization (eps_inf 4.5): 3.26 uC/cm2
```
